# CaF N=1 hyperfine levels: two coupling bases and Zeeman decoupling: verification in Python

```python
# Result under test: N = 1 hyperfine and Zeeman levels of a doublet Sigma radical
# with one nuclear spin 1/2:
#   H = B_rot N^2 + gamma N.S + b I.S + c (I.n)(S.n) + gS muB B Sz - gI muN B Iz
# n = molecular axis, S = electron spin, I = nuclear spin, N = rotation.
# Coupled labels: G = S + I, J = N + S, F = total. Energies in MHz, fields in T.
# Closed formulas are compared with diagonalization in the uncoupled basis, where
# products n_i n_j come from quadrature over spherical harmonics.
import numpy as np
from math import factorial
from scipy import constants as const
from scipy.special import lpmv
from scipy.optimize import minimize_scalar
from sympy import Integer
from sympy.physics.wigner import clebsch_gordan

# Rough CaF constants, one or two figures only
gamma, b, c, b_rot, g_nuc = 40.0, 110.0, 40.0, 10000.0, 5.3
g_el = -const.physical_constants['electron g factor'][0]
mu_b = const.physical_constants['Bohr magneton'][0] / const.h / 1e6
mu_n = const.physical_constants['nuclear magneton'][0] / const.h / 1e6
b_fermi = b + c / 3
root2 = np.sqrt(2.0)


def spin_matrices(j):
    m = np.arange(j, -j - 1, -1)
    plus = np.diag(np.sqrt(j * (j + 1) - m[1:] * (m[1:] + 1)), 1)
    return [(plus + plus.T) / 2, (plus - plus.T) / 2j, np.diag(m)]


def harmonic(n, m, cos_t, phi):
    k = abs(m)
    norm = np.sqrt((2 * n + 1) / (4 * np.pi) * factorial(n - k) / factorial(n + k))
    y = norm * lpmv(k, n, cos_t) * np.exp(1j * k * phi)
    return y if m >= 0 else (-1) ** k * y.conj()


class Rotor:
    """Operators on |N M_N> |M_S> |M_I> for the listed N values."""
    def __init__(self, n_values):
        x, w = np.polynomial.legendre.leggauss(12)
        phi = 2 * np.pi * np.arange(16) / 16
        ct, ph = [a.ravel() for a in np.meshgrid(x, phi, indexing='ij')]
        weight = np.repeat(w, 16) * 2 * np.pi / 16
        st = np.sqrt(1 - ct**2)
        axis = [st * np.cos(ph), st * np.sin(ph), ct]
        ys = np.array([harmonic(n, m, ct, ph) for n in n_values
                       for m in range(n, -n - 1, -1)])
        self.overlap = (ys.conj() * weight) @ ys.T
        dim = len(ys)
        rot = [np.zeros((dim, dim), complex) for _ in range(3)]
        start = 0
        for n in n_values:
            stop = start + 2 * n + 1
            for k, mat in enumerate(spin_matrices(n)):
                rot[k][start:stop, start:stop] = mat
            start = stop
        half, e2, er = spin_matrices(0.5), np.eye(2), np.eye(dim)

        def prod(r, s, i):
            return np.kron(np.kron(r, s), i)
        self.N = [prod(r, e2, e2) for r in rot]
        self.S = [prod(er, s, e2) for s in half]
        self.I = [prod(er, e2, s) for s in half]
        self.nn = [[prod((ys.conj() * weight * axis[i] * axis[j]) @ ys.T, e2, e2)
                    for j in range(3)] for i in range(3)]
        self.NS = sum(p @ q for p, q in zip(self.N, self.S))
        self.IS = sum(p @ q for p, q in zip(self.I, self.S))
        self.dip = sum(self.nn[i][j] @ self.I[i] @ self.S[j]
                       for i in range(3) for j in range(3))
        self.N2 = sum(p @ p for p in self.N)
        self.aniso = self.S[2] - sum(self.nn[2][j] @ self.S[j] for j in range(3))
        self.mf = np.real(np.diag(self.N[2] + self.S[2] + self.I[2]))

    def ham(self, field, ga=gamma, bb=b, cc=c, g_l=0.0):
        return (ga * self.NS + bb * self.IS + cc * self.dip
                + g_el * mu_b * field * self.S[2] - g_nuc * mu_n * field * self.I[2]
                + g_l * mu_b * field * self.aniso)

    def sector(self, field, m, g_l=0.0):
        idx = np.where(np.abs(self.mf - m) < 1e-9)[0]
        e, v = np.linalg.eigh(self.ham(field, g_l=g_l)[np.ix_(idx, idx)])
        return e, v, idx


mol = Rotor([1])
assert np.allclose(mol.overlap, np.eye(3), atol=1e-12)

# Projection of the axis tensor on N = 1
for i in range(3):
    for j in range(3):
        d = float(i == j) * np.eye(12)
        sym = mol.N[i] @ mol.N[j] + mol.N[j] @ mol.N[i]
        assert np.allclose(mol.nn[i][j], d / 3 - (sym - 4 * d / 3) / 5, atol=1e-12)


# Closed zero-field levels
def closed_levels(ga, bb, cc):
    bf = bb + cc / 3
    mean = -ga / 4 - bf / 4 + cc / 12
    delta = (bf - ga / 2 + cc / 6) / 2
    r = np.sqrt(delta**2 + ga**2 / 2)
    return {'1-': mean - r, '0': -ga + bb / 4 - cc / 4,
            '1+': mean + r, '2': ga / 2 + bb / 4 + cc / 20}


rng = np.random.default_rng(3)
for trial in [(gamma, b, c)] + [tuple(rng.uniform(-100, 100, 3)) for _ in range(8)]:
    lev = closed_levels(*trial)
    expected = np.sort([lev['1-']] * 3 + [lev['0']] + [lev['1+']] * 3 + [lev['2']] * 5)
    assert np.allclose(np.linalg.eigvalsh(mol.ham(0, *trial)), expected, atol=1e-9)
levels = closed_levels(gamma, b, c)


# Coupled bases from Clebsch-Gordan coefficients
def cg(j1, m1, j2, m2, j, m):
    if abs(m1) > j1 or abs(m2) > j2 or abs(m) > j or abs(m1 + m2 - m) > 1e-9:
        return 0.0
    return float(clebsch_gordan(*[Integer(round(2 * q)) / 2
                                  for q in (j1, j2, j, m1, m2, m)]))


labels = [(mn, ms, mi) for mn in (1, 0, -1) for ms in (.5, -.5) for mi in (.5, -.5)]


def state_g(g, f, m):
    return np.array([cg(.5, ms, .5, mi, g, ms + mi) * cg(1, mn, g, ms + mi, f, m)
                     for mn, ms, mi in labels])


def state_j(j, f, m):
    return np.array([cg(1, mn, .5, ms, j, mn + ms) * cg(j, mn + ms, .5, mi, f, m)
                     for mn, ms, mi in labels])


h0 = mol.ham(0)
g0, g1 = state_g(0, 1, 1), state_g(1, 1, 1)
g1 = g1 * np.sign(np.real(g1 @ mol.NS @ g0))
j3, j1 = state_j(1.5, 1, 1), state_j(.5, 1, 1)
j3, j1 = j3 * np.sign(j3 @ g0), j1 * np.sign(j1 @ g1)
assert np.allclose(g1, root2 * mol.NS @ g0)
assert np.allclose(j3, np.sqrt(1 / 3) * g1 + np.sqrt(2 / 3) * g0)
assert np.allclose(j1, np.sqrt(2 / 3) * g1 - np.sqrt(1 / 3) * g0)
basis_g, basis_j = np.array([g1, g0]), np.array([j3, j1])
mat_g = np.real(basis_g @ h0 @ basis_g.T)
mat_j = np.real(basis_j @ h0 @ basis_j.T)
off_j = root2 / 3 * (b_fermi + c / 6)
assert np.allclose(mat_g, [[-gamma / 2 + b_fermi / 4 + c / 6, gamma / root2],
                           [gamma / root2, -3 * b_fermi / 4]])
assert np.allclose(mat_j, [[gamma / 2 - 5 * b_fermi / 12 + c / 18, off_j],
                           [off_j, -gamma - b_fermi / 12 + c / 9]])
for f, key, jj in ((0, '0', .5), (2, '2', 1.5)):
    for vec in (state_g(1, f, 0), state_j(jj, f, 0)):
        assert np.allclose(h0 @ vec, levels[key] * vec, atol=1e-9)
dip_g1 = [np.real(state_g(1, f, 0) @ (mol.dip - mol.IS / 3) @ state_g(1, f, 0))
          for f in (2, 1, 0)]
assert np.allclose(dip_g1, [-1 / 30, 1 / 6, -1 / 3])

# Mixing angle and weak-field g factors
delta = (b_fermi - gamma / 2 + c / 6) / 2
theta = 0.5 * np.arctan2(gamma / root2, delta)
e1, v1, i1 = mol.sector(0, 1)
upper = np.zeros(12, complex)
upper[i1] = v1[:, 1]
weight_g1, weight_j3 = abs(g1 @ upper)**2, abs(j3 @ upper)**2
assert abs(weight_g1 - np.cos(theta)**2) < 1e-10
assert np.allclose(basis_g @ mol.S[2] @ basis_g.T, [[.25, root2 / 4], [root2 / 4, 0]])
assert np.allclose(basis_g @ mol.I[2] @ basis_g.T, [[.25, -root2 / 4], [-root2 / 4, 0]])
cross = root2 / 4 * np.sin(2 * theta)
ratio = g_nuc * mu_n / mu_b
up, low = np.cos(theta)**2 / 4, np.sin(theta)**2 / 4
g_formula = np.array([g_el * (low - cross) - ratio * (low + cross),
                      g_el * (up + cross) - ratio * (up - cross),
                      (g_el - ratio) / 4])
step = 1e-6
slope = (mol.sector(step, 1)[0] - mol.sector(-step, 1)[0]) / (2 * step * mu_b)
assert np.allclose(slope, g_formula, atol=1e-6)

# Levels of equal M_F stay apart, so energy order traces them
grid = np.concatenate([np.linspace(0, 0.02, 401), np.linspace(0.0202, 0.1, 400)])
min_gap = min(np.min(np.diff(mol.sector(f, m)[0])) for f in grid for m in (-1, 0, 1))
assert min_gap > 1.0
for f in (0.003, 0.1):
    for m in (2, -2):
        line = levels['2'] + np.sign(m) * (g_el * mu_b - g_nuc * mu_n) * f / 2
        assert abs(mol.sector(f, m)[0][0] - line) < 1e-8


# Strong-field first-order levels
def strong_levels(field):
    def diag(mn, ms, mi):
        nz2 = 0.6 if mn == 0 else 0.2
        return (g_el * mu_b * field * ms - g_nuc * mu_n * field * mi
                + ms * (gamma * mn + b * mi + c * mi * nz2))
    out = {m: [] for m in (-2, -1, 0, 1, 2)}
    for ms in (.5, -.5):
        for s in (1, -1):
            out[round(ms + 1.5 * s)].append(diag(s, ms, .5 * s))
            off = root2 * c * ms / 10
            block = [[diag(s, ms, -.5 * s), off], [off, diag(0, ms, .5 * s)]]
            out[round(ms + .5 * s)].extend(np.linalg.eigvalsh(block))
    return {m: np.sort(v) for m, v in out.items()}


def strong_error(field):
    ref = strong_levels(field)
    return max(np.max(np.abs(mol.sector(field, m)[0] - ref[m])) for m in ref)


def spin_loss(field):
    worst = 0.0
    for m in range(-2, 3):
        _, v, idx = mol.sector(field, m)
        sz = np.real(np.diag(mol.S[2]))[idx] @ np.abs(v)**2
        worst = max(worst, np.max(1 - 2 * np.abs(sz)))
    return worst


# Next-order corrections are a few percent, hence the width of these windows
assert 1.8 < strong_error(0.2) / strong_error(0.4) < 2.2
assert 3.6 < spin_loss(0.1) / spin_loss(0.2) < 4.4


# Avoided crossing of the two M_S = +1/2 levels
def crossing(m, g_l=0.0):
    def gap(f):
        e = mol.sector(f, m, g_l)[0]
        return e[-1] - e[-2]
    res = minimize_scalar(gap, bounds=(0.6, 1.8), method='bounded',
                          options={'xatol': 1e-7})
    return res.x, res.fun


field_formula = (b + 0.4 * c - gamma) / (2 * g_nuc * mu_n)
gap_formula = root2 * c / 10
cross1, cross0 = crossing(1), crossing(0)
for pos, gap in (cross1, cross0):
    # second-order spin flips, about 0.1 MHz, are absent from the formulas
    assert abs(pos - field_formula) < 0.01 and abs(gap - gap_formula) < 0.2
mix = np.max(np.abs(mol.sector(cross1[0], 1)[1][:, -1])**2)
assert mix < 0.55
low_gap = [np.diff(mol.sector(f, 0)[0])[0] for f in (0.5, 1.0, 1.5)]
assert low_gap[0] < low_gap[1] < low_gap[2]
g_l = -gamma / (2 * b_rot)
cross_aniso = crossing(1, g_l)

# Admixture of N = 3 (the other parity does not mix)
big = Rotor([1, 3])


def n3_shift(field):
    full = np.linalg.eigvalsh(big.ham(field) + b_rot * big.N2)[:12] - 2 * b_rot
    return np.max(np.abs(full - np.linalg.eigvalsh(mol.ham(field))))


shift0, shift1 = n3_shift(0), n3_shift(1.0)
assert max(shift0, shift1) < 0.05

print(f"gamma, b, c (rough CaF) = {gamma:.0f}, {b:.0f}, {c:.0f} MHz")
print(f"B_rot (rough) = {b_rot/1000:.0f} GHz; g_I (rough) = {g_nuc:.1f}")
print(f"b_F = {b_fermi:.3f} MHz; g_S = {g_el:.5f}")
print(f"mu_B/h = {mu_b:.2f} MHz/T; mu_N/h = {mu_n:.4f} MHz/T")
print(f"F=1 matrix, G=1,0: diagonal {mat_g[0,0]:.3f}, {mat_g[1,1]:.3f} MHz")
print(f"  off-diagonal {mat_g[0,1]:.3f} MHz")
print(f"F=1 matrix, J=3/2,1/2: diagonal {mat_j[0,0]:.3f}, {mat_j[1,1]:.3f} MHz")
print(f"  off-diagonal {mat_j[0,1]:.3f} MHz")
print(f"F=1 mean = {np.trace(mat_g)/2:.3f} MHz; delta = {delta:.3f} MHz")
print(f"F=1 half splitting = {(levels['1+']-levels['1-'])/2:.3f} MHz")
for key in ('1-', '0', '1+', '2'):
    print(f"E(F={key}) at zero field = {levels[key]:.3f} MHz")
print(f"theta = {np.degrees(theta):.3f} degrees")
print(f"upper F=1: weight of G=1 = {weight_g1:.4f}, of J=3/2 = {weight_j3:.4f}")
for name, g in zip(('1-', '1+', '2'), g_formula):
    print(f"g_F(F={name}) = {g:.4f}")
print(f"smallest gap at equal M_F, 0 to 100 mT = {min_gap:.2f} MHz")
print("Levels in MHz at 2, 10, 100 mT; first-order strong-field value")
print("at 100 mT; main M_N, M_S, M_I there and its weight")
names = {2: ['2'], 1: ['1-', '1+', '2'], 0: ['1-', '0', '1+', '2'],
         -1: ['1-', '1+', '2'], -2: ['2']}
strong = strong_levels(0.1)
for m in (2, 1, 0, -1, -2):
    ea, eb = mol.sector(0.002, m)[0], mol.sector(0.01, m)[0]
    ec, vc, idx = mol.sector(0.1, m)
    for k, name in enumerate(names[m]):
        w = np.abs(vc[:, k])**2
        mn, ms, mi = labels[idx[np.argmax(w)]]
        print(f"F={name:2s} M_F={m:+d} {ea[k]:8.2f} {eb[k]:8.2f} {ec[k]:9.2f}"
              f" {strong[m][k]:9.2f} {mn:+d} {ms:+.1f} {mi:+.1f} {w.max():.4f}")
for f in (0.01, 0.1, 0.2):
    print(f"largest 1-2|<S_z>| at {f*1000:.0f} mT = {spin_loss(f):.6f}")
for f in (0.1, 0.2, 0.4):
    print(f"largest first-order error at {f*1000:.0f} mT = {strong_error(f):.3f} MHz")
print(f"crossing formula: field {field_formula:.4f} T, gap {gap_formula:.3f} MHz")
print(f"crossing M_F=1: field {cross1[0]:.4f} T, gap {cross1[1]:.3f} MHz")
print(f"crossing M_F=0: field {cross0[0]:.4f} T, gap {cross0[1]:.3f} MHz")
print(f"largest product-state weight at M_F=1 crossing = {mix:.3f}")
print(f"with g_l = {g_l:.4f}: M_F=1 crossing at {cross_aniso[0]:.3f} T")
print(f"N=3 admixture shift: {shift0*1000:.3f} kHz at 0 T, {shift1*1000:.3f} kHz at 1 T")
print("verified")
```

It prints:

```
gamma, b, c (rough CaF) = 40, 110, 40 MHz
B_rot (rough) = 10 GHz; g_I (rough) = 5.3
b_F = 123.333 MHz; g_S = 2.00232
mu_B/h = 13996.24 MHz/T; mu_N/h = 7.6226 MHz/T
F=1 matrix, G=1,0: diagonal 17.500, -92.500 MHz
  off-diagonal 28.284 MHz
F=1 matrix, J=3/2,1/2: diagonal -29.167, -45.833 MHz
  off-diagonal 61.283 MHz
F=1 mean = -37.500 MHz; delta = 55.000 MHz
F=1 half splitting = 61.847 MHz
E(F=1-) at zero field = -99.347 MHz
E(F=0) at zero field = -22.500 MHz
E(F=1+) at zero field = 24.347 MHz
E(F=2) at zero field = 49.500 MHz
theta = 13.607 degrees
upper F=1: weight of G=1 = 0.9446, of J=3/2 = 0.5674
g_F(F=1-) = -0.2966
g_F(F=1+) = 0.7964
g_F(F=2) = 0.4999
smallest gap at equal M_F, 0 to 100 mT = 22.66 MHz
Levels in MHz at 2, 10, 100 mT; first-order strong-field value
at 100 mT; main M_N, M_S, M_I there and its weight
F=2  M_F=+2    77.48   189.42   1448.73   1448.73 +1 +0.5 +0.5 1.0000
F=1- M_F=+1  -112.09  -203.49  -1454.39  -1452.77 +1 -0.5 +0.5 0.9994
F=1+ M_F=+1    45.80   142.64   1395.03   1393.56 +1 +0.5 -0.5 0.9959
F=2  M_F=+1    68.78   175.27   1433.09   1432.93 +0 +0.5 +0.5 0.9964
F=1- M_F=+0  -105.07  -188.50  -1438.45  -1436.94 +0 -0.5 +0.5 0.9973
F=0  M_F=+0   -33.42  -134.42  -1390.00  -1389.56 +1 -0.5 -0.5 0.9977
F=1+ M_F=+0    32.80   120.62   1371.06   1369.56 +0 +0.5 -0.5 0.9916
F=2  M_F=+0    57.69   154.30   1409.39   1408.93 -1 +0.5 +0.5 0.9920
F=1- M_F=-1   -96.61  -166.66  -1414.44  -1412.94 -1 -0.5 +0.5 0.9945
F=1+ M_F=-1     0.49  -107.77  -1365.72  -1365.56 +0 -0.5 -0.5 0.9950
F=2  M_F=-1    42.64   109.01   1355.44   1353.77 -1 +0.5 -0.5 0.9994
F=2  M_F=-2    21.52   -90.42  -1349.73  -1349.73 -1 -0.5 -0.5 1.0000
largest 1-2|<S_z>| at 10 mT = 0.134074
largest 1-2|<S_z>| at 100 mT = 0.001208
largest 1-2|<S_z>| at 200 mT = 0.000298
largest first-order error at 100 mT = 1.671 MHz
largest first-order error at 200 mT = 0.829 MHz
largest first-order error at 400 mT = 0.413 MHz
crossing formula: field 1.0644 T, gap 5.657 MHz
crossing M_F=1: field 1.0613 T, gap 5.549 MHz
crossing M_F=0: field 1.0619 T, gap 5.763 MHz
largest product-state weight at M_F=1 crossing = 0.501
with g_l = -0.0020: M_F=1 crossing at 1.232 T
N=3 admixture shift: 0.961 kHz at 0 T, 1.273 kHz at 1 T
verified
```
